# The Breit operator as Gaunt plus gauge term, and Darwin's Lagrangian, part 1

(Sections cited here and not found follow in the second part.)

## First half: the operator and its classical counterpart

### What is lost if the gauge term is left out

Take two electrons in the 1s and 2s orbitals of a nucleus with charge 10, with parallel angular momenta. If their magnetic interaction is represented by the Gaunt operator alone, the first-order energy is $+1.71\times10^{-4}$ hartree. With the Breit operator it is $-2.3\times10^{-7}$ hartree. The sign has changed, and the magnitude has fallen by a factor of about 760. The difference between the operators is called the gauge term, and here it is no small correction to Gaunt.

To use either operator safely one must know what the gauge term is, on what its derivatives act, and when its matrix elements vanish. The identity to be proved is

$$
-\frac{1}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2+(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right]
=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r}
-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\,r .
\tag{1}
$$

### Conventions

Hartree atomic units are used, with the speed of light $c$ written out. The electrons are at $\mathbf r_1$ and $\mathbf r_2$; their separation is $\mathbf r=\mathbf r_1-\mathbf r_2$, with $r=|\mathbf r|$ and $\hat{\mathbf r}=\mathbf r/r$. The Dirac matrices $\boldsymbol\alpha_1$ and $\boldsymbol\alpha_2$ act on different spinor indices, so every component of one commutes with every component of the other. Repeated Cartesian indices $i,j$ are summed.

The left side of (1) is the Breit operator $B$. The first term on the right is the Gaunt operator $G$, and the second is the gauge term $W$. In $W$ the gradients differentiate the function $r$ and nothing else. If they were also allowed to act on a wave function $\Psi$, the product rule would give

$$
\begin{aligned}
(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)(r\Psi)
={}&[(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r]\Psi
+(\boldsymbol\alpha_2\cdot\nabla_2r)(\boldsymbol\alpha_1\cdot\nabla_1\Psi)\\
&+(\boldsymbol\alpha_1\cdot\nabla_1r)(\boldsymbol\alpha_2\cdot\nabla_2\Psi)
+r(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)\Psi .
\end{aligned}
$$

The last three terms do not belong to $W$.

### The two derivatives of the distance

Write $r=(r_kr_k)^{1/2}$, where $r_k$ is a component of $\mathbf r$. Since $\mathbf r$ contains $-\mathbf r_2$,

$$
\partial_{2j}r=-\frac{r_j}{r}.
$$

Differentiate this with respect to $\mathbf r_1$, using $\partial_{1i}r_j=\delta_{ij}$ and $\partial_{1i}(1/r)=-r_i/r^3$:

$$
\partial_{1i}\partial_{2j}r
=-\frac{\delta_{ij}}{r}+\frac{r_ir_j}{r^3}
=-\frac{\delta_{ij}-\hat r_i\hat r_j}{r}.
\tag{2}
$$

The overall minus sign comes from differentiating once with respect to each end of the separation. Two derivatives at the same end would give the opposite sign.

Multiply (2) by $-\tfrac12\alpha_{1i}\alpha_{2j}$. The matrices are constant, so

$$
W=-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r
=\frac{1}{2r}\left[\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2-(\boldsymbol\alpha_1\cdot\hat{\mathbf r})(\boldsymbol\alpha_2\cdot\hat{\mathbf r})\right].
\tag{3}
$$

Adding $G=-\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2/r$ changes the coefficient of $\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2$ to $-1+\tfrac12=-\tfrac12$, in units of $1/r$. The other coefficient remains $-\tfrac12$. This is $B$, and (1) is proved for $r\ne0$.

### The point where the electrons meet

Second derivatives of a singular function may hide a delta function. To see whether (2) does, take a smooth test function $f(\mathbf r)$ that vanishes at large distance and cut out a sphere of radius $\eta$ around $\mathbf r=0$. Moving one derivative off $\partial_jr=\hat r_j$ leaves a surface term of the form

$$
\eta^2\oint f\,\hat r_i\hat r_j\,d\Omega ,
$$

up to a sign. Its integrand is bounded, so it vanishes as $\eta\to0$. Moving the other derivative off $r$ leaves a surface term that is smaller by another factor $\eta$. The remaining function in (2) grows as $1/r$, which is integrable in three dimensions. Therefore (1) also holds under integrals that include the meeting point, with no delta function to add.

### What the directions mean

Resolve both matrix vectors along $\hat{\mathbf r}$ and across it. Equation (3) shows that the gauge term has no part along $\hat{\mathbf r}$, and that across it the coefficient is $+1/(2r)$. At $r=3$ bohr the coefficients, in hartree, are:

| Direction | Gaunt | Gauge | Breit |
|---|---:|---:|---:|
| along $\hat{\mathbf r}$ | $-0.3333$ | $0$ | $-0.3333$ |
| across $\hat{\mathbf r}$ | $-0.3333$ | $+0.1667$ | $-0.1667$ |

The gauge term therefore halves the Gaunt coupling of the components across the line of separation and leaves the coupling along it unchanged.

The tensor in $B$ has a further property that will be needed. Away from the origin,

$$
\partial_i\frac{\delta_{ij}}{r}=-\frac{r_j}{r^3},
\qquad
\partial_i\frac{r_ir_j}{r^3}
=\frac{3r_j+r_j}{r^3}-\frac{3r_j}{r^3}=\frac{r_j}{r^3}.
$$

In the second expression, $3r_j$ comes from $\partial_ir_i$, the next $r_j$ from $r_i\partial_ir_j$, and the last term from differentiating $r^{-3}$. The sum is zero:

$$
\partial_i\frac{\delta_{ij}+\hat r_i\hat r_j}{r}=0.
\tag{4}
$$

There is again no delta function, because the surface flux of a tensor of size $1/\eta$ through an area of size $\eta^2$ vanishes. A tensor with property (4) is called transverse. The Gaunt tensor $\delta_{ij}/r$ alone is not transverse.

### Two classical charges: the retarded potentials

The same split appears in classical electrodynamics. Let charges $q_1$ and $q_2$ have velocities $\mathbf v_1$ and $\mathbf v_2$. Use units in which a charge at rest has potential $q/r$. A charge $q_1$ in given potentials then has the interaction Lagrangian

$$
L_{\rm int}=-q_1\phi+\frac{q_1}{c}\mathbf v_1\cdot\mathbf A .
\tag{5}
$$

In the Lorenz gauge, the scalar potential made by a charge density $\rho$ is

$$
\phi(\mathbf r_1,t)=\int\frac{\rho(\mathbf x,t-s/c)}{s}\,d^3x,
\qquad s=|\mathbf r_1-\mathbf x| .
$$

Assume that the charges move slowly compared with $c$ and that their motion changes little while light crosses their separation. The density can then be expanded about time $t$:

$$
\rho(t-s/c)=\rho(t)-\frac{s}{c}\,\partial_t\rho+\frac{s^2}{2c^2}\,\partial_t^2\rho+O(c^{-3}).
$$

Divide by $s$ and integrate. The term in $1/c$ is the time derivative of the total charge, which is zero. For a point charge $q_2$ at $\mathbf r_2(t)$ the other terms give

$$
\phi=\frac{q_2}{r}+\frac{q_2}{2c^2}\,\partial_t^2r+O(c^{-3}),
\tag{6}
$$

where $\mathbf r_1$ is held fixed in $\partial_t$. The vector potential already carries a factor $1/c$ from its source, and (5) supplies another, so its leading term is enough:

$$
\mathbf A=\frac{q_2\mathbf v_2}{cr}+O(c^{-2}).
$$

Insert both potentials in (5):

$$
L_{\rm int}=q_1q_2\left[-\frac1r-\frac{1}{2c^2}\partial_t^2r+\frac{\mathbf v_1\cdot\mathbf v_2}{c^2r}\right]+O(c^{-3}).
\tag{7}
$$

The last term in the bracket is an instantaneous interaction between currents. The middle one is the retardation of the scalar potential. The expansion was tested against the full retarded potentials of a charge on a curved path. Doubling $c$ reduced the error by a factor of 7.993, where an error of order $c^{-3}$ calls for 8.

### From retardation to the Darwin form

The second time derivative in (7) involves the acceleration of charge 2. It can be removed by a change of gauge. With $\mathbf r_1$ fixed,

$$
\partial_tr=\mathbf v_2\cdot\nabla_2r\equiv g(\mathbf r_1,t).
$$

Along the actual path of charge 1, the total derivative of $g$ is $dg/dt=\partial_tg+\mathbf v_1\cdot\nabla_1g$. Since $\partial_tg=\partial_t^2r$,

$$
\partial_t^2r=\frac{d}{dt}(\mathbf v_2\cdot\nabla_2r)
-(\mathbf v_1\cdot\nabla_1)(\mathbf v_2\cdot\nabla_2)r .
\tag{8}
$$

In the last term the gradients act on $r$, and the velocities are held constant. Substitution in (7) gives

$$
\begin{aligned}
L_{\rm int}=q_1q_2\Big[&-\frac1r+\frac{\mathbf v_1\cdot\mathbf v_2}{c^2r}
+\frac{1}{2c^2}(\mathbf v_1\cdot\nabla_1)(\mathbf v_2\cdot\nabla_2)r\Big]\\
&-\frac{d}{dt}\left[\frac{q_1q_2}{2c^2}\mathbf v_2\cdot\nabla_2r\right]+O(c^{-3}).
\end{aligned}
\tag{9}
$$

When the path of charge 2 is prescribed, the quantity differentiated in the last line is a function of $\mathbf r_1$ and $t$. Its total derivative adds end-point values to the action of charge 1 and does not alter the equation of motion, so it may be dropped. Now use (2), contracted with the velocities:

$$
(\mathbf v_1\cdot\nabla_1)(\mathbf v_2\cdot\nabla_2)r
=-\frac{\mathbf v_1\cdot\mathbf v_2-(\mathbf v_1\cdot\hat{\mathbf r})(\mathbf v_2\cdot\hat{\mathbf r})}{r}.
$$

The coefficient of $\mathbf v_1\cdot\mathbf v_2/(c^2r)$ becomes $1-\tfrac12=\tfrac12$, and the result is the interaction part of the Darwin Lagrangian:

$$
L_{\rm D}=q_1q_2\left\{-\frac1r+\frac{1}{2c^2r}
\left[\mathbf v_1\cdot\mathbf v_2+(\mathbf v_1\cdot\hat{\mathbf r})(\mathbf v_2\cdot\hat{\mathbf r})\right]\right\}.
\tag{10}
$$

It is symmetric in the two charges. Starting with charge 2 in the field of charge 1 would lead to the same expression, so one Lagrangian serves both equations of motion at this order.

Dropping the derivative is a gauge transformation in the usual sense. Choose

$$
\chi=\frac{q_2}{2c}\,\mathbf v_2\cdot\nabla_2r,\qquad
\phi'=\phi-\frac1c\partial_t\chi,\qquad
\mathbf A'=\mathbf A+\nabla_1\chi .
$$

The time derivative of $\chi$ cancels the second term of (6), so $\phi'=q_2/r$ to this order. From (2),

$$
\mathbf A'=\frac{q_2}{c}\left[\frac{\mathbf v_2}{r}-\frac{\mathbf v_2-\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v_2)}{2r}\right]
=\frac{q_2}{2cr}\left[\mathbf v_2+\hat{\mathbf r}(\hat{\mathbf r}\cdot\mathbf v_2)\right].
$$

By (4) its divergence is zero, which is the Coulomb-gauge condition. The name "gauge term" is thus literal: Gaunt is the current-current part in the Lorenz gauge, and the added term carries the retardation of the Lorenz scalar potential.

### From a Lagrangian to an operator

An interaction energy belongs to a Hamiltonian, so the sign of the velocity terms needs care. Let $L=L_0+\lambda L_1$, and let $\mathbf p$ and $\mathbf v$ denote all the momenta and velocities. At fixed positions and momenta, $H=\mathbf p\cdot\mathbf v-L$ gives

$$
\frac{dH}{d\lambda}
=\left(\mathbf p-\frac{\partial L}{\partial\mathbf v}\right)\cdot\frac{d\mathbf v}{d\lambda}-L_1=-L_1 ,
\tag{11}
$$

because $\mathbf p=\partial L/\partial\mathbf v$. To first order, therefore, $\delta H=-\delta L$, where the velocities in $\delta L$ are those that belong to $\mathbf p$ without the perturbation. A numerical Legendre transform tested this: halving the perturbation reduced the error by 3.992, close to the factor of 4 expected of a second-order error.

For a Dirac electron with $h=c\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(\mathbf r)$, the velocity operator follows from $[p_k,r_l]=-i\delta_{kl}$:

$$
i[h,r_l]=ic\,\alpha_k[p_k,r_l]=c\alpha_l .
$$

Set $q_1q_2=1$ and replace $\mathbf v_n$ by $c\boldsymbol\alpha_n$ in minus the velocity part of (10). The factors $c^2$ cancel and the result is $B$. In (9), the current-current term becomes $G$ and the differentiated distance becomes $W$, with the signs of (1). No ordering problem arises, because the matrices of the two electrons commute with each other and with $r$.

This is a correspondence and not a derivation from quantum electrodynamics. A component of $c\boldsymbol\alpha$ has eigenvalues $\pm c$, so it is not a slow velocity in every state. The correspondence is meant for matrix elements between positive-energy states, in which the mean velocity can be small compared with $c$.

## Second half: matrix elements in no-pair theory

### Symbols and results carried over

The separation vector is $\mathbf r=\mathbf r_1-\mathbf r_2$, with length $r$ and direction $\hat{\mathbf r}$. The Breit operator is $B=G+W$, where

$$
G=-\frac{\boldsymbol\alpha_1\cdot\boldsymbol\alpha_2}{r},\qquad
W=-\frac12(\boldsymbol\alpha_1\cdot\nabla_1)(\boldsymbol\alpha_2\cdot\nabla_2)r ,
$$

and the gradients act on $r$ alone. The tensor $(\delta_{ij}+\hat r_i\hat r_j)/r$ in $B$ has zero divergence. Classically, $W$ is the retardation of the Lorenz-gauge scalar potential after a total time derivative has been dropped. Below, $r_1$ and $r_2$ are distances from the nucleus, $\hat{\mathbf r}_1$ and $\hat{\mathbf r}_2$ are the corresponding directions, and $r_<$ and $r_>$ are the smaller and larger of $r_1$ and $r_2$.

The Breit operator has been shown to equal the Gaunt operator plus a gauge term, whose classical counterpart is the retardation of the Lorenz-gauge scalar potential. It remains to find when the matrix elements of the gauge term vanish in no-pair theory, and to explain why so little of the Gaunt energy survives in the parallel 1s2s state.

Numbers in the example were calculated in double precision.
